# Choosing runs and sites in kinetic Monte Carlo of methyl removal

A porous SiCOH low-k film faces a remote oxygen plasma. Oxygen atoms strike its surface and now and then remove a methyl group from a silicon atom. On a patch of 400 such groups, how many remain after 16 s, and how much does that number differ between equally treated patches?

Kinetic Monte Carlo (KMC) answers both questions by drawing individual removal events. It is a natural sequel to an electronic-structure calculation that supplies reaction rates, and it asks the user for two settings: the number of sites $N$ and the number of independent runs $M$. For independent first-order removal, the statistical error belonging to each choice can be derived.

## The rate that enters the simulation

Let the gas have O-atom density $n_O$, atomic mass $m$ and temperature $T$. With a Maxwell velocity distribution, the flux onto a surface is

$$
\Gamma=n_O\int_0^\infty v_x\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv_x^2/2k_BT}\,dv_x
=n_O\sqrt{\frac{k_BT}{2\pi m}}=\frac{n_O\bar v}{4},
$$

because the mean speed is $\bar v=\sqrt{8k_BT/\pi m}$. A site of area $a$ is hit at the rate $\lambda=\Gamma a$. Let the hits be independent, so that their number $h$ in time $t$ is Poisson distributed, and let each hit remove an intact methyl with probability $\gamma$. The methyl survives $h$ hits with probability $(1-\gamma)^h$, so

$$
q(t)=\sum_{h=0}^{\infty}e^{-\lambda t}\frac{(\lambda t)^h}{h!}(1-\gamma)^h
=e^{-\lambda t}e^{\lambda t(1-\gamma)}=e^{-kt},\qquad k=\gamma\Gamma a .
$$

The example takes $T=300$ K, $n_O=10^{13}$ cm$^{-3}$, $a=0.40$ nm² and $\gamma=10^{-4}$. The mean speed is 630 m/s, and the flux is $1.575\times10^{17}$ cm$^{-2}$ s$^{-1}$. Multiplying by $a=4.0\times10^{-15}$ cm² gives 630 hits per second on each site. Hence $k=10^{-4}\times630.1=0.0630$ s$^{-1}$, a mean lifetime of 15.9 s.

## The mean and the scatter

Let $X_i(t)=1$ if site $i$ is intact and 0 if it is not. All sites start intact, share the constant rate $k$, and never regain a methyl. The survivor number is $n=\sum_iX_i$, and its mean is

$$
\langle n\rangle=\sum_i\langle X_i\rangle=Nq .
$$

This step does not need independence. The variance does. Since $X_i^2=X_i$, one site has variance $q-q^2=q(1-q)$. For independent sites all covariances vanish, and the variances add:

$$
v\equiv\mathrm{Var}(n)=Nq(1-q).
$$

At 16 s, $q=0.3649$. The mean is $400\times0.3649=146.0$ sites, and the variance is $146.0\times0.6351=92.7$. The standard deviation is 9.6 sites, or 6.6% of the mean. This is scatter between patches and does not shrink when more runs are made.

The variance vanishes at $t=0$ and again at late times. It peaks at $q=1/2$, where it equals $N/4=100$; here that happens at $t=\ln2/k=11.0$ s. At late times $q\ll1$ and $v\simeq Nq$, so the few survivors have nearly Poisson scatter.

## Why the event clock is right

Suppose $n$ sites are intact. The chance that none reacts during a further time $\tau$ is $(e^{-k\tau})^n=e^{-nk\tau}$. The chance that a given site reacts first, between $\tau$ and $\tau+d\tau$, is

$$
k e^{-k\tau}\,d\tau\;e^{-(n-1)k\tau}
=\frac1n\left(nk e^{-nk\tau}\,d\tau\right).
$$

The factor in parentheses is the distribution of the waiting time; the factor $1/n$ says that each intact site is equally likely to be the one that reacts, whatever the wait. After the event the remaining clocks may be restarted, because

$$
P(T_i>\tau+s\,|\,T_i>\tau)=\frac{e^{-k(\tau+s)}}{e^{-k\tau}}=e^{-ks}.
$$

The algorithm follows:

1. Draw $u$ uniformly between 0 and 1 and advance the clock by $-\ln u/(nk)$. This has the required law, since $P(-\ln u/(nk)>\tau)=P(u<e^{-nk\tau})=e^{-nk\tau}$.
2. Choose one intact site uniformly and record its removal.
3. Put the last entry of the list of intact sites in the vacated place, reduce $n$ by one, and repeat.

No time step enters, so there is no time-step error to converge. The cost of an event does not grow with $N$.

In the first run printed, the mean wait for the first event is $1/(400k)=39.68$ ms and the drawn wait is 8.34 ms. The next two waits are 39.76 and 39.88 ms, against means of 39.78 and 39.88 ms. An exponential draw falls that close to its mean with a probability of order $10^{-4}$, so this pair is a striking coincidence. The algorithm does not favour it, and three waits say little about a distribution. The scatter over all runs is the relevant evidence.

## The whole distribution

The same events give a master equation for the probability $P_n(t)$ of having $n$ survivors:

$$
\dot P_n=k(n+1)P_{n+1}-knP_n .
$$

Multiply by $z^n$, sum over $n$, and define $G(z,t)=\sum_nz^nP_n$. Since $\sum_n(n+1)z^nP_{n+1}=\partial_zG$ and $\sum_nnz^nP_n=z\,\partial_zG$,

$$
\partial_tG=k(1-z)\,\partial_zG,\qquad G(z,0)=z^N .
$$

The solution is $G=(1-q+qz)^N$. Indeed, with $\dot q=-kq$,

$$
\partial_tG=N(1-q+qz)^{N-1}(z-1)(-kq)=k(1-z)\,\partial_zG,
$$

and $q(0)=1$ gives the initial condition. The coefficients of $z^n$ are the binomial probabilities

$$
P_n=\binom Nn q^n(1-q)^{N-n}.
$$

At 16 s, a histogram of the 10000 simulated counts compared with this law gives $\chi^2=31.6$ for 47 degrees of freedom, with no sign of disagreement.

## How many runs are needed

Average $n$ over $M$ independent runs. The standard error of this average is $\sqrt{v/M}$. Relative to the mean it is

$$
r_{\rm mean}=\frac1{Nq}\sqrt{\frac{Nq(1-q)}M}=\sqrt{\frac{1-q}{qNM}} .
$$

At fixed $q$, the product $NM$ alone counts: one large patch is as good as many small ones.

The error of the sample variance $S^2$ behaves differently. Let $x_a$ be the deviation of run $a$ from the true mean. Separating squares from products of different runs gives

$$
S^2=\frac{1}{M-1}\left[\sum_ax_a^2-\frac1M\Big(\sum_ax_a\Big)^2\right]
=\frac1M\sum_ax_a^2-\frac{1}{M(M-1)}\sum_{a\ne b}x_ax_b .
$$

The first term has variance $(\mu_4-v^2)/M$, where $\mu_4=\langle x_a^4\rangle$. The double sum counts each pair twice, so its variance is $4\times\tfrac12M(M-1)v^2$; after division by $M^2(M-1)^2$ it contributes $2v^2/[M(M-1)]$. The two terms are uncorrelated, because every cross product contains some $x_a$ to the first power. Therefore

$$
\mathrm{Var}(S^2)=\frac{\mu_4-v^2}{M}+\frac{2v^2}{M(M-1)} .
$$

For $\mu_4$, write $w=q(1-q)$ and $y_i=X_i-q$. One site has

$$
\langle y_i^4\rangle=q(1-q)^4+(1-q)q^4=w[(1-q)^3+q^3]=w(1-3w).
$$

In $\langle(\sum_iy_i)^4\rangle$ only equal indices and pairs of equal indices survive:

$$
\mu_4=Nw(1-3w)+3N(N-1)w^2=3v^2+v(1-6w).
$$

Insertion gives the relative error of the variance,

$$
r_{\rm var}^2=\frac{\mathrm{Var}(S^2)}{v^2}=\frac{2}{M-1}+\frac{1-6w}{Mv}.
$$

When $v\gg1$ the second term is negligible and $M\simeq2/r_{\rm var}^2$, whatever the value of $N$. At late times $v\simeq Nq$ and $w\to0$, so $r_{\rm var}^2\simeq(2+1/Nq)/M$ for large $M$; more runs are then needed once fewer than about one survivor is expected.

For 1% relative standard error at 16 s with $N=400$, the mean needs $M=0.6351/(0.3649\times400\times10^{-4})\simeq44$ runs. The variance needs about $2/10^{-4}=20000$. The purpose of the calculation should therefore set $M$. Enlarging the patch improves the mean, but not the relative error of a variance estimated from whole-patch counts. If the sites are truly independent, a large patch can instead be cut into blocks of 400 that serve as separate runs. That shortcut fails when all sites share a fluctuating flux. Coupling between sites also makes the blocks dependent, but only weakly if the correlations reach much less far than the width of a block.

## Reading the simulated moments

With $M=10000$, the mean at 16 s is 145.83 against 145.96, a difference of 1.3 standard errors. The sample variance is 91.7 against 92.7, with standard error 1.3. At 32 s the means are 53.25 and 53.26, and the variances are 45.2 and 46.2 with standard error 0.65. The apparent rate $-\ln(\bar n/N)/t$, where $\bar n$ is the average over runs, stays between 0.06301 and 0.06306 s$^{-1}$ at all four times, as an exponential mean requires.

These times should not be treated as independent data, because they come from the same runs. For $s\le t$, a site intact at $t$ was also intact at $s$, so $X_i(s)X_i(t)=X_i(t)$ and

$$
\mathrm{Cov}[n(s),n(t)]=N[q(t)-q(s)q(t)]=Nq(t)[1-q(s)].
$$

For 8 and 16 s this is 57.8; the simulation gives 57.6. The correlation coefficient is $57.8/\sqrt{95.7\times92.7}=0.61$. The usual error formula for a least-squares fit of $k$ to points along the same runs is correct only if it includes these covariances.

A correct mean does not prove that the clock is right, as the first of two faulty clocks shows. If every wait is replaced by its mean, the time to go from $N$ to $n$ survivors is $\sum_{j=n+1}^{N}1/(jk)\simeq\ln(N/n)/k$. The mean curve is nearly right, with 146 sites left at 16 s, but the variance is zero. If instead the total rate stays at $Nk$, removals form a Poisson process and the mean is $N(1-kt)$ until depletion matters. At 8 s that clock leaves 198.7 sites instead of 241.6, so the mean already exposes it.

## When the binomial variance fails

**Fixed but unequal rates.** Let site $i$ have survival probability $q_i$, with average $\bar q$. Independence still lets the variances add:

$$
\sum_iq_i(1-q_i)=N\bar q-\sum_iq_i^2
=N\bar q(1-\bar q)-\sum_i(q_i-\bar q)^2 .
$$

Unequal rates thus reduce the variance below the binomial value for the same mean.

A narrow pore provides an example. In a cylinder of diameter $d$, an atom hits the wall at the rate $(\bar v/4)(\pi d)/(\pi d^2/4)=\bar v/d$. Let it leave by the cosine law, at angle $\theta$ to the pore axis and azimuth $\phi$ from the wall normal. Its axial flight is $d\cos\phi\cot\theta$, with mean square

$$
\langle z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\theta\,d\theta
\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi=\frac{2d^2}{3}.
$$

Treating flights as independent steps gives the diffusion coefficient $D=\tfrac12(\bar v/d)\langle z^2\rangle=\bar vd/3$. With loss probability $\gamma_w\ll1$ per wall hit, the steady density obeys $Dn_O''=\gamma_w(\bar v/d)n_O$. It decays as $e^{-x/L}$ in a long pore, with $L=d/\sqrt{3\gamma_w}$.

For $d=2$ nm and an assumed $\gamma_w=10^{-3}$, $L=36.5$ nm. Let the 400 sites line the first 25.5 nm of a pore much longer than $L$. If the density at the mouth equals that outside, the mean at 16 s rises from 146 to 196, while the variance is 98.0 against 99.95 from the equal-rate formula at the new mean. This variance assumes independent sites, which holds if an atom is used up when it removes a methyl and is lost with the same probability $\gamma_w$ on intact and stripped sites. If it is used up only where a methyl is still present, the sites are weakly coupled and about 0.4 is added to the variance, to first order in $\gamma$. If it survived every removal and went on hitting the wall, it could remove others, and the resulting covariance would add about 1.4 in the diffusion estimate, or 1.7 with free flights. The length of the pore matters: if it were closed at 25.5 nm, atoms returning from the end would flatten the profile and the mean would be 168. Both means are diffusion estimates; following the free flights from wall to wall raises them to about 203 and 174, the latter for an end that re-emits by the cosine law with the same loss. In the long-pore diffusion estimate the gradient changes the mean by 34% but the variance relation by only 2%. For a gradient of this size, agreement with the binomial variance is therefore weak evidence for equal rates. A steeper gradient shows more clearly: with $\gamma_w=10^{-2}$ and free flights the variance is about 72 against 80 from the equal-rate formula.

**A flux shared by all sites.** Let the rate in each run be $kF$, with $\langle F\rangle=1$ and relative standard deviation $f$. For given $F$ the count is binomial with $Q=e^{-ktF}$. Adding the average variance within runs to the variance of the run means gives

$$
\mathrm{Var}(n)=N\langle Q(1-Q)\rangle+N^2\mathrm{Var}(Q).
$$

For gamma-distributed $F$, $\langle e^{-sF}\rangle=(1+sf^2)^{-1/f^2}$; setting $s=kt$ and $s=2kt$ supplies $\langle Q\rangle$ and $\langle Q^2\rangle$. With $f=5\%$ at 16 s, the mean is 146.1 but the variance becomes 146.7, or 1.58 times binomial. The simulation gives 145.4.

For small $f$, $\mathrm{Var}(Q)\simeq(ktqf)^2$. The shared contribution equals the binomial one when $N\simeq(1-q)/[q(kt)^2f^2]$, about 690 sites here. On larger patches, under these conditions, flux variation is the main source of scatter.

**Coupled neighbours.** Suppose each removed neighbour on a periodic square lattice raises a site's rate by 10% of $k$. In 2000 runs the mean at 16 s is 125.0. The control without coupling gives 146.6, which is 3.2 standard errors above the formula; this is unusually far, and a repeat with fresh random numbers would be sensible before using finer digits. Against either reference the mean falls by 14–15%.

The coupled variance is 102, with a sampling error of about 3%, whereas a binomial law with the same mean gives $125.0(1-125.0/400)=86$. All sites remain equivalent on this lattice, so their individual variances sum to the binomial value, and the excess measures positive covariance between sites.

## Use for a real film

The O density, site area and removal probability are rough values meant for a film under a remote plasma, not measurements. Since $k$ is proportional to each, a tenfold change in one changes the time scale tenfold. A real porous film can also break the assumption of equal access: in the long-pore estimate this moves the mean by 34%, and by less if the pore is closed at 25.5 nm. The shift depends strongly on the assumed wall loss; with $\gamma_w=10^{-2}$ the long-pore diffusion estimate of the mean is 274 instead of 196, and free flights give about 289. Neighbour coupling of the assumed strength moves it by about 14% the other way. Vacuum-ultraviolet photons, with an assumed flux of $10^{14}$ cm$^{-2}$ s$^{-1}$ and cross-section of $10^{-17}$ cm², add 0.001 s$^{-1}$ to the rate and lower the mean to 143.6. If that channel is independent and constant, the binomial law survives with the summed rate. Ions are left out.

For a 1% standard error of the mean at 16 s, about 44 runs suffice if the sites are independent, and about 69 with the 5% shared flux variation; uncertainty in the rates then matters more than sampling. For the scatter, choose $M$ from $2/r_{\rm var}^2$ when the counts are nearly Gaussian, as they are for independent sites with $v\gg1$, and use the patch size of physical interest, since shared flux variation grows in importance with $N$. The numerical output gives the values at all four times.

## Calculated quantities

```
sites N = 400, runs M = 10000, temperature = 300 K
O density = 1.0e+13 cm^-3
site area = 0.40 nm^2, gamma = 1.0e-04
O mean speed = 630.1 m/s
O flux = 1.5752e+17 cm^-2 s^-1
hits per site = 630.1 s^-1
removal rate k = 0.06301 s^-1, lifetime 1/k = 15.87 s
survival from sum over hits at 16 s = 0.364897
run 1 event 1: site 207, wait 8.34 ms, mean wait 39.68 ms
run 1 event 2: site 339, wait 39.76 ms, mean wait 39.78 ms
run 1 event 3: site 16, wait 39.88 ms, mean wait 39.88 ms
t = 4 s: q = 0.77722, apparent k = 0.06302 s^-1
  mean: formula 310.887, KMC 310.872, std error 0.083
  variance: formula 69.260, KMC 69.696, std error 0.979
t = 8 s: q = 0.60407, apparent k = 0.06305 s^-1
  mean: formula 241.627, KMC 241.542, std error 0.098
  variance: formula 95.668, KMC 96.051, std error 1.351
t = 16 s: q = 0.36490, apparent k = 0.06306 s^-1
  mean: formula 145.959, KMC 145.833, std error 0.096
  variance: formula 92.699, KMC 91.748, std error 1.310
t = 32 s: q = 0.13315, apparent k = 0.06301 s^-1
  mean: formula 53.260, KMC 53.252, std error 0.068
  variance: formula 46.168, KMC 45.209, std error 0.654
std deviation at 16 s = 9.628 sites, relative to mean = 6.60 %
largest single-site deviation = 3.20 std errors
master equation vs binomial, max difference = 1.7e-16
histogram: chi-square = 31.6, dof = 47, p = 0.959
covariance 8 s, 16 s: formula 57.79, KMC 57.57
mean-wait clock at 16 s: 146 left, variance 0
frozen-rate clock at 8 s: 198.69 left on average
pore diameter = 2.0 nm, wall loss = 1.0e-03
mean-square axial flight = 0.66667 d^2
O loss length = 36.5 nm, pore length for N sites = 25.5 nm
pore at 16 s: mean 195.60, KMC 195.50
  variance 98.00, KMC 97.89, equal-q formula 99.95
shared flux spread = 5 %: mean 146.14, KMC 146.08
  variance 146.68, KMC 145.40, ratio to binomial 1.582
neighbour runs = 2000, boost = 10 % each
  no boost: mean 146.64, variance 94.12
  boost: mean 124.98, variance 101.97
UV flux = 1.0e+14 cm^-2 s^-1, cross-section = 1.0e-17 cm^2
UV rate = 0.00100 s^-1, 1.59 % of k, mean at 16 s = 143.64
```
